# Bloch Overlap and Elastic Backscattering in the Zero-Spin-Orbit Kane Model: a numerical check

```python
"""
Result under test: in the Kane model without spin-orbit splitting, the squared
overlap of the cell-periodic parts of two conduction states is
  F = [sqrt((1+aE)(1+aE')) + a sqrt(EE') cos(theta)]^2 / [(1+2aE)(1+2aE')],
so elastic backscattering by a smooth potential carries 1/(1+2aE)^2.
E, E': energies above the conduction edge; a = 1/gap; theta: angle between the
wavevectors. P: momentum parameter (eV nm). Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

C0 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # hbar^2/2m0, eV nm^2
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LEVI = np.zeros((3, 3, 3))
for i, j, l in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    LEVI[i, j, l], LEVI[i, l, j] = 1, -1
SPIN_ORBIT = sum(np.kron(-1j * LEVI[i], PAULI[i]) for i in range(3)) - np.eye(6)

# Rough typical values for an InGaAs channel layer
GAP, MASS, DELTA = 0.75, 0.042, 0.33
LATTICE, VALLEY = 0.59, 0.5
TEMP, DENSITY = 300.0, 1e18      # K, cm^-3
WIDTH, FIELD = 50.0, 0.05        # nm, MV/cm
GAP_SHIFT = 0.05                 # rough gap change on cooling, eV


def conduction(kvec, model):
    """Energy above the edge and the two spin-degenerate conduction vectors."""
    gap, p_kane, delta, free = model
    h4 = np.zeros((4, 4), complex)
    h4[0, 0] = gap
    h4[0, 1:] = h4[1:, 0] = p_kane * np.asarray(kvec)
    h8 = np.kron(h4, np.eye(2))
    h8[2:, 2:] += delta / 3 * SPIN_ORBIT
    h8 += free * np.dot(kvec, kvec) * np.eye(8)
    values, vectors = np.linalg.eigh(h8)
    return values[-1] - gap, vectors[:, -2:]


def make_model(delta, free):
    """Choose P so that every model has the same band-edge mass."""
    inverse_gap = (2 / GAP + 1 / (GAP + delta)) / 3
    return GAP, np.sqrt((C0 / MASS - free) / inverse_gap), delta, free


def k_of_energy(energy, model):
    return brentq(lambda k: conduction([0, 0, k], model)[0] - energy,
                  1e-6, 3.0, xtol=1e-13)


def spin_summed(u1, u2):
    """Sum over final spins, mean over initial spins."""
    return 0.5 * np.sum(abs(u2.conj().T @ u1)**2)


def elastic_overlap(energy, cosine, model):
    k = k_of_energy(energy, model)
    sine = np.sqrt(max(0.0, 1 - cosine**2))
    u1 = conduction([0, 0, k], model)[1]
    u2 = conduction([k * sine, 0, k * cosine], model)[1]
    return spin_summed(u1, u2)


def overlap_formula(e1, e2, cosine, alpha):
    top = np.sqrt((1 + alpha * e1) * (1 + alpha * e2))
    top += alpha * np.sqrt(e1 * e2) * cosine
    return top**2 / ((1 + 2 * alpha * e1) * (1 + 2 * alpha * e2))


alpha = 1 / GAP
simple = make_model(0.0, 0.0)
with_so = make_model(DELTA, 0.0)
with_free = make_model(0.0, C0)
with_both = make_model(DELTA, C0)

# All compared models share the stated band-edge mass.
for model in (simple, with_so, with_free, with_both):
    small_k = 1e-3
    curvature = conduction([0, 0, small_k], model)[0] / small_k**2
    assert np.isclose(curvature, C0 / MASS, rtol=1e-4)

# General overlap, dispersion and spin conservation for random wavevectors.
rng = np.random.default_rng(4)
worst = 0.0
for _ in range(200):
    ka, kb = rng.normal(size=(2, 3)) * 0.5
    ea, ua = conduction(ka, simple)
    eb, ub = conduction(kb, simple)
    cosine = ka @ kb / np.linalg.norm(ka) / np.linalg.norm(kb)
    worst = max(worst, abs(spin_summed(ua, ub)
                           - overlap_formula(ea, eb, cosine, alpha)))
    assert np.isclose(ea * (1 + alpha * ea), C0 * (ka @ ka) / MASS, rtol=1e-9)
    projector = ua @ ua.conj().T
    assert np.max(abs(projector[0::2, 1::2])) < 1e-10
assert worst < 1e-10
u_so = conduction([0.3, 0.2, 0.4], with_so)[1]
assert np.max(abs((u_so @ u_so.conj().T)[0::2, 1::2])) > 1e-3


# One-dimensional crystal, period 1 and hbar^2/2m0 = 1, solved in plane waves.
G_1D, U_1D = 2 * np.pi, 0.5


def crystal_state(kappa):
    waves = kappa + (np.arange(-6, 6) + 0.5) * G_1D
    h = np.diag(waves**2) + U_1D * (np.eye(12, k=1) + np.eye(12, k=-1))
    values, vectors = np.linalg.eigh(h)
    return values, waves, vectors[:, 1]


def crystal_factor(kappa, spread):
    """Squared scattering integral divided by the squared Fourier component."""
    x = np.linspace(-40, 40, 8001)
    psi = []
    for sign in (1, -1):
        _, waves, coeff = crystal_state(sign * kappa)
        psi.append(np.exp(1j * np.outer(x, waves)) @ coeff)
    potential = np.exp(-x**2 / (2 * spread**2))
    element = np.sum(psi[1].conj() * potential * psi[0]) * (x[1] - x[0])
    fourier = spread * np.sqrt(2 * np.pi) * np.exp(-2 * (kappa * spread)**2)
    return abs(element / fourier)**2


edge = crystal_state(0.0)[0]
gap_1d = edge[1] - edge[0]
crystal_rows = []
for kappa in (0.05, 0.10, 0.20):
    # The free-electron term shifts both bands alike and is removed.
    e_1d = crystal_state(kappa)[0][1] - edge[1] - kappa**2
    predicted = 1 / (1 + 2 * e_1d / gap_1d)**2
    measured = crystal_factor(kappa, 3.0)
    # Remote bands of the crystal limit the agreement.
    assert np.isclose(measured, predicted, rtol=5e-3)
    crystal_rows.append((kappa, measured, predicted))
sharp = crystal_factor(0.10, 0.05)
assert abs(sharp / crystal_rows[1][2] - 1) > 0.1

# Elastic results, weights, velocity, density of states and angular means.
nodes, weights = np.polynomial.legendre.leggauss(8)
rows = []
for energy in (0.05, 0.15, 0.30):
    x = alpha * energy
    k = k_of_energy(energy, simple)
    u = conduction([0, 0, k], simple)[1]
    p_weight = 0.5 * np.sum(abs(u[2:])**2)
    back = elastic_overlap(energy, -1.0, simple)
    side = elastic_overlap(energy, 0.0, simple)
    assert np.isclose(elastic_overlap(energy, 1.0, simple), 1.0)
    assert np.isclose(back, 1 / (1 + 2 * x)**2, rtol=1e-8)
    assert np.isclose(p_weight, x / (1 + 2 * x), rtol=1e-8)
    assert np.isclose(back, (1 - 2 * p_weight)**2, rtol=1e-8)
    step = 1e-4
    slope = (conduction([0, 0, k + step], simple)[0]
             - conduction([0, 0, k - step], simple)[0]) / (2 * step)
    velocity_ratio = slope / (2 * C0 * k / MASS)
    assert np.isclose(velocity_ratio, np.sqrt(back), rtol=1e-5)
    k_par = np.sqrt(energy * MASS / C0)
    dos_ratio = (k**2 / slope) / (k_par**2 / (2 * C0 * k_par / MASS))
    assert np.isclose(dos_ratio, np.sqrt(1 + x) * (1 + 2 * x), rtol=1e-5)
    rate_ratio = dos_ratio * back
    assert np.isclose(rate_ratio, np.sqrt(1 + x) / (1 + 2 * x), rtol=1e-5)
    f_nodes = np.array([elastic_overlap(energy, c, simple) for c in nodes])
    mean = 0.5 * weights @ f_nodes
    relax = 0.5 * weights @ (f_nodes * (1 - nodes))
    base = (1 + x)**2 + x**2 / 3
    assert np.isclose(mean, base / (1 + 2 * x)**2, rtol=1e-8)
    assert np.isclose(relax, (base - 2 * x * (1 + x) / 3) / (1 + 2 * x)**2,
                      rtol=1e-8)
    rows.append((energy, k, p_weight, side, back, velocity_ratio,
                 dos_ratio, rate_ratio, mean, relax))

# Sizes of neglected effects at the highest example energy.
e_top, k_top = rows[-1][0], rows[-1][1]
u_plus = conduction([0, 0, k_top], simple)[1]
u_minus = conduction([0, 0, -k_top], simple)[1]
s_only = spin_summed(u_plus[:2], u_minus[:2])
assert np.isclose(s_only, ((1 + alpha * e_top) / (1 + 2 * alpha * e_top))**2)
cold_model = (GAP + GAP_SHIFT, simple[1], 0.0, 0.0)
cold = elastic_overlap(e_top, -1.0, cold_model)
kt = const.k * TEMP / const.e


def thermal_weight(e):
    return (np.sqrt(e * (1 + alpha * e)) * (1 + 2 * alpha * e)
            * np.exp(-e / kt))


norm = quad(thermal_weight, 0, 40 * kt)[0]
thermal = quad(lambda e: thermal_weight(e) / (1 + 2 * alpha * e)**2,
               0, 40 * kt)[0] / norm
k_fermi = (3 * np.pi**2 * DENSITY * 1e-21)**(1 / 3)
e_fermi = conduction([0, 0, k_fermi], simple)[0]
back_fermi = elastic_overlap(e_fermi, -1.0, simple)
e_confine = conduction([0, 0, np.pi / WIDTH], simple)[0]
q_ratio = 2 * k_top / (2 * np.pi * np.sqrt(3) / LATTICE)
force = FIELD * 0.1  # MV/cm to eV/nm
tunnel = 2 / force * quad(lambda e: np.sqrt(e * (GAP - e)) / simple[1],
                          0, GAP)[0]

print(f"Inputs: gap {GAP} eV, mass {MASS} m0, spin-orbit {DELTA} eV")
print(f"Inputs: lattice {LATTICE} nm, satellite valley {VALLEY} eV")
print(f"Inputs: T {TEMP:.0f} K, density {DENSITY:.0e} cm^-3")
print(f"Inputs: layer {WIDTH:.0f} nm, field {FIELD} MV/cm")
print(f"alpha = {alpha:.4f} 1/eV; P = {simple[1]:.4f} eV nm")
print(f"hbar^2/2m0 = {C0:.6f} eV nm^2")
print(f"Largest error of F, 200 random pairs: {worst:.1e}")
print(f"1D crystal: G = {G_1D:.4f}, U = {U_1D}, gap = {gap_1d:.4f} (model units)")
for kappa, measured, predicted in crystal_rows:
    print(f"1D k = {kappa:.2f}: integral {measured:.4f}, formula {predicted:.4f}")
print(f"1D k = 0.10, sharp scatterer: integral {sharp:.4f}")
for (energy, k, p_weight, side, back, vel, dos, rate, mean, relax) in rows:
    print(f"E = {energy:.2f} eV: k = {k:.4f} 1/nm, p weight = {p_weight:.4f}")
    print(f"  F(90 deg) = {side:.4f}, F(180 deg) = {back:.4f}")
    print(f"  velocity/(hbar k/m*) = {vel:.4f}")
    print(f"  DOS ratio = {dos:.4f}, backward rate ratio = {rate:.4f}")
    print(f"  mean F = {mean:.4f}, mean F(1-cos) = {relax:.4f}")
print(f"Neglected effects at E = {e_top:.2f} eV, F(180 deg), F(90 deg):")
for label, model in (("simple model", simple), ("with spin-orbit", with_so),
                     ("with free term", with_free), ("with both", with_both)):
    print(f"  {label}: {elastic_overlap(e_top, -1.0, model):.4f}, "
          f"{elastic_overlap(e_top, 0.0, model):.4f}")
print(f"s-only alloy potential, backward factor: {s_only:.4f}")
print(f"Gap larger by {GAP_SHIFT} eV, F(180 deg): {cold:.4f}")
print(f"kT = {kt:.5f} eV; nondegenerate thermal mean F(180): {thermal:.4f}")
print(f"Fermi energy at T=0: {e_fermi:.4f} eV; F(180) there: {back_fermi:.4f}")
print(f"Lowest confinement energy: {e_confine:.5f} eV")
print(f"Backward q / shortest reciprocal vector: {q_ratio:.4f}")
print(f"Margin below satellite valley: {VALLEY - e_top:.2f} eV")
print(f"Margin below one gap (ionization): {GAP - e_top:.2f} eV")
print(f"Interband tunnelling exponent: {tunnel:.1f}")
print("OK")
```

Output:

```
Inputs: gap 0.75 eV, mass 0.042 m0, spin-orbit 0.33 eV
Inputs: lattice 0.59 nm, satellite valley 0.5 eV
Inputs: T 300 K, density 1e+18 cm^-3
Inputs: layer 50 nm, field 0.05 MV/cm
alpha = 1.3333 1/eV; P = 0.8248 eV nm
hbar^2/2m0 = 0.038100 eV nm^2
Largest error of F, 200 random pairs: 1.1e-15
1D crystal: G = 6.2832, U = 0.5, gap = 1.0000 (model units)
1D k = 0.05: integral 0.7169, formula 0.7169
1D k = 0.10: integral 0.3877, formula 0.3877
1D k = 0.20: integral 0.1366, formula 0.1366
1D k = 0.10, sharp scatterer: integral 2.4159
E = 0.05 eV: k = 0.2425 1/nm, p weight = 0.0588
  F(90 deg) = 0.8858, F(180 deg) = 0.7785
  velocity/(hbar k/m*) = 0.8824
  DOS ratio = 1.1705, backward rate ratio = 0.9113
  mean F = 0.8870, mean F(1-cos) = 0.8501
E = 0.15 eV: k = 0.4455 1/nm, p weight = 0.1429
  F(90 deg) = 0.7347, F(180 deg) = 0.5102
  velocity/(hbar k/m*) = 0.7143
  DOS ratio = 1.5336, backward rate ratio = 0.7825
  mean F = 0.7415, mean F(1-cos) = 0.6599
E = 0.30 eV: k = 0.6804 1/nm, p weight = 0.2222
  F(90 deg) = 0.6049, F(180 deg) = 0.3086
  velocity/(hbar k/m*) = 0.5556
  DOS ratio = 2.1298, backward rate ratio = 0.6573
  mean F = 0.6214, mean F(1-cos) = 0.5062
Neglected effects at E = 0.30 eV, F(180 deg), F(90 deg):
  simple model: 0.3086, 0.6049
  with spin-orbit: 0.3349, 0.6242
  with free term: 0.3249, 0.6162
  with both: 0.3510, 0.6351
s-only alloy potential, backward factor: 0.6049
Gap larger by 0.05 eV, F(180 deg): 0.3265
kT = 0.02585 eV; nondegenerate thermal mean F(180): 0.8233
Fermi energy at T=0: 0.0786 eV; F(180) there: 0.6835
Lowest confinement energy: 0.00356 eV
Backward q / shortest reciprocal vector: 0.0738
Margin below satellite valley: 0.20 eV
Margin below one gap (ionization): 0.45 eV
Interband tunnelling exponent: 107.1
OK
```
